# Acoustic-phonon resistivity of doped graphene: the T⁴ law and its crossover, part 1

(Sections cited here and not found follow in the second part.)

## From the deformation potential to the resistivity integral

In a model graphene sheet with $10^{13}$ electrons per cm², the resistivity caused by acoustic phonons rises from 0.032 Ω at 10 K to 0.38 Ω at 20 K, a factor of twelve for a doubling of the temperature. From 100 K to 200 K it rises from 11.9 Ω to 26.2 Ω, a factor of 2.2. The characteristic temperature of the problem, at which $k_BT$ equals the energy of the most energetic phonon that can scatter an electron across the Fermi circle, is 171 K. The steep law is thus already lost far below the temperature that is supposed to separate the two regimes, and around that temperature the rise is nearly linear. Both laws, and the place where they meet, follow from one integral over scattering angles.

The electrons have energy $\varepsilon=\hbar v_Fk$, measured from the Dirac point, and degeneracy $g=4$ from spin and valley. The carriers are treated as positive charges $e$; the resistivity contains $e^2$, so the sign does not matter, and a hole-doped sheet gives the same result. The occupied states fill a circle of radius $k_F$, with
$$
n=g\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{gk_F^2}{4\pi}. \tag{1}
$$
The phonons are longitudinal, with $\omega=v_sq$, and are assumed to stay in thermal equilibrium. Two small ratios are used throughout: $v_s/v_F\ll1$ and $k_BT/E_F\ll1$.

A lattice wave that dilates the sheet by $\nabla\cdot\mathbf u$ shifts the electron energy by $D\,\nabla\cdot\mathbf u$, where $D$ is the deformation potential. "Unscreened" means that this shift acts in full, without being reduced by a rearrangement of the other electrons. Each phonon mode of a sheet of area $A$ and mass per area $\rho_m$ is an oscillator of mass $\rho_mA$, so the matrix element of its displacement between neighbouring levels has the magnitude $\sqrt{\hbar/(2\rho_mA\omega)}$, times $\sqrt N$ for absorption or $\sqrt{N+1}$ for emission. The divergence multiplies it by $q$. Finally, the electron states are two-component spinors $(1,\exp(i\alpha))/\sqrt2$, where $\alpha$ is the direction of $\mathbf k$. For a scattering angle $\theta=\alpha'-\alpha$ their overlap is $\tfrac12[1+\exp(-i\theta)]$, with squared magnitude $\tfrac12(1+\cos\theta)=\cos^2(\theta/2)$. Together,
$$
A|M|^2=D^2q^2\,\frac{\hbar}{2\rho_mv_sq}\cos^2\frac\theta2
=\frac{\hbar D^2q}{2\rho_mv_s}\cos^2\frac\theta2 . \tag{2}
$$
The overlap forbids reversal of the direction of motion, $\theta=\pi$.

The golden rule gives the transition rate
$$
W_{\mathbf k\mathbf k'}=\frac{2\pi}{\hbar}|M|^2\left[N\,\delta(\varepsilon'-\varepsilon-\hbar\omega)+(N+1)\,\delta(\varepsilon'-\varepsilon+\hbar\omega)\right], \tag{3}
$$
with $q=|\mathbf k'-\mathbf k|$ and $N=1/[\exp(\hbar\omega/k_BT)-1]$. Transitions to the other band are impossible: they would need $\hbar v_sq=\hbar v_F(k+k')\ge\hbar v_Fq$. Within the band, the energy transfer is at most about
$$
k_B\Theta=2\hbar v_sk_F , \tag{4}
$$
which defines the Bloch–Grüneisen temperature $\Theta$. Compared with the Fermi energy it is $k_B\Theta/E_F=2v_s/v_F$, a small number. The length of $\mathbf k$ therefore hardly changes in a collision, and
$$
q=2k_F\sin\frac\theta2 . \tag{5}
$$
The energy transfer is small against $E_F$, but it is not small against $k_BT$ when $T<\Theta$, and it must be kept in the occupation factors.

In a weak field $E$ along $x$ the distribution is written as
$$
f_{\mathbf k}=f_0+\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\phi_{\mathbf k},\qquad
-\frac{\partial f_0}{\partial\varepsilon}=\frac{f_0(1-f_0)}{k_BT}. \tag{6}
$$
The net rate at which collisions empty the state $\mathbf k$ is
$$
\sum_{\mathbf k'}\left[f(1-f')W_{\mathbf k\mathbf k'}-f'(1-f)W_{\mathbf k'\mathbf k}\right]
=\sum_{\mathbf k'}(1-f)(1-f')\left[rW_{\mathbf k\mathbf k'}-r'W_{\mathbf k'\mathbf k}\right],
$$
where $r=f/(1-f)$ and a prime marks the state $\mathbf k'$. A change $\delta f$ alters $r$ by the fraction $\delta f/[f(1-f)]$, which by (6) is $\phi/k_BT$. In equilibrium $r_0=\exp[-(\varepsilon-\mu)/k_BT]$, and since $N+1=N\exp(\hbar\omega/k_BT)$, the two terms in the last bracket cancel. To first order the bracket is then $r_0W_{\mathbf k\mathbf k'}(\phi-\phi')/k_BT$. The steady-state Boltzmann equation, in which acceleration balances collisions, becomes
$$
\left(-\frac{\partial f_0}{\partial\varepsilon}\right)eEv_x=\frac1{k_BT}\sum_{\mathbf k'}P_{\mathbf k\mathbf k'}(\phi_{\mathbf k}-\phi_{\mathbf k'}),\qquad
P_{\mathbf k\mathbf k'}=f_0(1-f_0')W_{\mathbf k\mathbf k'} . \tag{7}
$$
The equilibrium rate $P$ is symmetric in its two indices, which is the same cancellation stated again.

The current density is $J[\phi]=(ge/A)\sum_{\mathbf k}v_x(-\partial f_0/\partial\varepsilon)\phi_{\mathbf k}$. Multiply (7) by $\phi_{\mathbf k}$, sum over $\mathbf k$ and multiply by $g/A$. The left side is the Joule heat $EJ$. On the right, the average of the expression with the one in which $\mathbf k$ and $\mathbf k'$ are exchanged gives a square:
$$
EJ=Q[\phi],\qquad Q[\phi]=\frac{g}{2k_BTA}\sum_{\mathbf k\mathbf k'}P_{\mathbf k\mathbf k'}(\phi_{\mathbf k}-\phi_{\mathbf k'})^2 . \tag{8}
$$
With $E=\rho J$ this reads $\rho=Q[\phi]/J[\phi]^2$ for the true solution.

The same quotient with any other function $\psi$ is an upper bound. To see this, multiply (7) by $\psi$ instead. The left side becomes $EJ[\psi]$, and the right side is the symmetric bilinear form $Q[\psi,\phi]$ that belongs to the non-negative square $Q$. The Cauchy–Schwarz inequality then gives
$$
(EJ[\psi])^2\le Q[\psi]\,Q[\phi]=Q[\psi]\,EJ[\phi]
\quad\Longrightarrow\quad
\frac{Q[\psi]}{J[\psi]^2}\ge\frac{E}{J[\phi]}=\rho . \tag{9}
$$

The natural trial function describes electrons in equilibrium among themselves in a frame that drifts with velocity $u$ along $x$. Their distribution is $f_0(\varepsilon-\hbar k_xu)$, hence $\phi=\hbar k_xu$. Because $v_x\,\partial f_0/\partial\varepsilon=\hbar^{-1}\partial f_0/\partial k_x$, an integration by parts gives its current:
$$
J=-\frac{geu}{A}\sum_{\mathbf k}k_x\frac{\partial f_0}{\partial k_x}=\frac{geu}{A}\sum_{\mathbf k}f_0=neu . \tag{10}
$$
Thermally excited holes have been neglected, as $k_BT\ll E_F$ allows. In $Q$ the difference is $(\phi-\phi')^2=\hbar^2u^2q_x^2$, and since the sheet is isotropic, $q_x^2$ may be replaced by $q^2/2$. The drift velocity cancels:
$$
\rho=\frac{g\hbar^2}{4k_BTn^2e^2A}\sum_{\mathbf k\mathbf k'}P_{\mathbf k\mathbf k'}\,q^2 . \tag{11}
$$
The factor $q^2$ shows that small-angle collisions do little to degrade a current.

The sums become integrals over energies and angle. With the density of states per spin and valley at the Fermi energy,
$$
\nu=\frac{k_F}{2\pi\hbar v_F}, \tag{12}
$$
one has $\sum_{\mathbf k}\to A\nu\int d\varepsilon$ and $\sum_{\mathbf k'}\to A\nu\int d\varepsilon'\int_{-\pi}^{\pi}d\theta/2\pi$. The energy $\varepsilon'$ is fixed by the delta functions. What remains for absorption is the integral of $f_0(\varepsilon)[1-f_0(\varepsilon+\hbar\omega)]$. Put $a=\exp[(\varepsilon-\mu)/k_BT]$ and $b=\exp(\hbar\omega/k_BT)$. Then
$$
f_0(\varepsilon)[1-f_0(\varepsilon+\hbar\omega)]=\frac{ab}{(a+1)(ab+1)}
=\frac{b}{b-1}\left[\frac1{a+1}-\frac1{ab+1}\right].
$$
The first factor is $N+1$. The bracket is the difference of two Fermi functions displaced by $\hbar\omega$, and its integral over energy is $\hbar\omega$. Hence
$$
\int d\varepsilon\,f_0(\varepsilon)[1-f_0(\varepsilon+\hbar\omega)]=\hbar\omega(N+1). \tag{13}
$$
Absorption carries a further factor $N$ from (3) and contributes $\hbar\omega N(N+1)$. Emission is the reverse process, and by the symmetry of $P$ it contributes the same amount. The total is $2\hbar\omega N(N+1)$.

Inserting this in (11), the numerical factors combine as $\tfrac14\hbar^2\cdot(2\pi/\hbar)\cdot2=\pi\hbar$:
$$
\rho=\frac{\pi\hbar g\nu^2}{k_BTn^2e^2}\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\,A|M|^2\,q^2\,\hbar\omega\,N(N+1).
$$
From (2), $A|M|^2\hbar\omega=\hbar^2D^2q^2\cos^2(\theta/2)/(2\rho_m)$; the sound velocity has cancelled here and survives only in $N$. From (1) and (12),
$$
\frac{\nu^2}{n^2}=\frac{k_F^2}{4\pi^2\hbar^2v_F^2}\cdot\frac{16\pi^2}{g^2k_F^4}=\frac{4}{g^2\hbar^2v_F^2k_F^2}.
$$
The resistivity is therefore
$$
\rho=\frac{2\pi\hbar D^2}{ge^2\rho_mv_F^2k_F^2k_BT}\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\,q^4\cos^2\frac\theta2\,N(N+1). \tag{14}
$$

Now let $x=q/2k_F=\sin(\theta/2)$. The integrand is even in $\theta$, so the angular average is $\pi^{-1}\int_0^\pi d\theta$, and $dx=\tfrac12\cos(\theta/2)\,d\theta$ gives $d\theta=2\,dx/\sqrt{1-x^2}$. With $\cos^2(\theta/2)=1-x^2$ and $q^4=16k_F^4x^4$,
$$
\rho=\frac{64\hbar D^2k_F^2}{ge^2\rho_mv_F^2k_BT}\,I,\qquad
I=\int_0^1dx\,x^4\sqrt{1-x^2}\,N(N+1). \tag{15}
$$
The phonon energy in thermal units is $\hbar\omega/k_BT=x/t$, where $t=T/\Theta$, and
$$
N(N+1)=\frac{\exp(x/t)}{[\exp(x/t)-1]^2}=\frac1{4\sinh^2(x/2t)} .
$$

At high temperature $N(N+1)\to(t/x)^2$, the classical value. The integral becomes $t^2\int_0^1x^2\sqrt{1-x^2}\,dx$. With $x=\sin\psi$ this is $t^2\int_0^{\pi/2}\tfrac14\sin^2 2\psi\,d\psi=\pi t^2/16$. Using $t^2=(k_BT)^2/(2\hbar v_sk_F)^2$ in (15),
$$
\rho_{\rm lin}=\frac{4\pi\hbar D^2k_F^2t^2}{ge^2\rho_mv_F^2k_BT}
=\frac{\pi D^2k_BT}{ge^2\hbar\rho_mv_F^2v_s^2} . \tag{16}
$$
The linear law does not depend on the carrier density: more carriers conduct, but each one also finds more final states, and larger momentum transfers, in proportion.

Dividing (15) by its high-temperature form leaves a universal function of $t$:
$$
\rho=\rho_{\rm lin}(T)\,F(t),\qquad
F(t)=\frac{16}{\pi t^2}\int_0^1dx\,\frac{x^4\sqrt{1-x^2}}{4\sinh^2(x/2t)} . \tag{17}
$$

For the example take rough typical values for graphene enclosed in hexagonal boron nitride: $D=20$ eV, $v_s=2\times10^4$ m/s, $v_F=10^6$ m/s and $\rho_m=7.6\times10^{-7}$ kg/m². The density $n=10^{13}$ cm⁻² gives $k_F=\sqrt{\pi n}=0.56$ nm⁻¹, $E_F=0.37$ eV and, from (4), $\Theta=171$ K. Equation (16) gives a slope of 0.135 Ω/K. At $T=\Theta$ the function has the value $F(1)=0.960$, so (17) yields $0.1353\times171.25\times0.960=22.2$ Ω. At 300 K it yields 40.0 Ω, which corresponds to a mobility $1/(ne\rho)$ of about 16,000 cm²/Vs if nothing but these phonons scatters the electrons.

## The two limits, the crossover and their accuracy

The symbols carried over are these. $T$ is measured by $t=T/\Theta$, with $k_B\Theta=2\hbar v_sk_F$; $x=q/2k_F=\sin(\theta/2)$ is the reduced momentum transfer; $N$ is the phonon occupation, $f$ the equilibrium Fermi function, $\nu$ the density of states per spin and valley, and $D$ the deformation potential. A drifting electron distribution gives $\rho=\rho_{\rm lin}F(t)$, where $\rho_{\rm lin}\propto T$ is (16) and $F$ is (17). By (9) this is an upper bound on the solution of the Boltzmann equation, at leading order in the small ratios $v_s/v_F$ and $k_BT/E_F$.

At low temperature let $y=x/t$ be the phonon energy in units of $k_BT$. The thermal factor cuts the integral off at $y$ of order ten, so for $t\ll1$ the upper limit $1/t$ can be replaced by infinity and the square root expanded:
$$
F\simeq\frac{16t^3}{\pi}\int_0^\infty dy\,\frac{y^4\exp(y)}{[\exp(y)-1]^2}\left(1-\frac{t^2y^2}{2}\right).
$$
The expansion $\exp(y)/[\exp(y)-1]^2=\sum_{j\ge1}j\exp(-jy)$ gives
$$
\int_0^\infty dy\,\frac{y^m\exp(y)}{[\exp(y)-1]^2}=m!\sum_{j\ge1}\frac1{j^m},
$$
which is $24\cdot\pi^4/90=4\pi^4/15$ for $m=4$ and $720\cdot\pi^6/945=16\pi^6/21$ for $m=6$. Hence
$$
F\simeq\frac{64\pi^3}{15}\,t^3\left(1-\frac{10\pi^2}{7}t^2\right),\qquad
\rho\simeq\frac{64\pi^3}{15}\,\frac{\rho_{\rm lin}}{T}\,\frac{T^4}{\Theta^3}\quad(t\to0). \tag{18}
$$
This is the $T^4$ law. Its powers can be counted: momentum loss supplies $q^2$, the coupling $q$, the energy window $\hbar\omega$ another $q$, and the range of angles $dq$. With $q\propto T$ that makes $T^5$, and the factor $1/k_BT$ in (11) removes one power. In the example the coefficient is $0.1353\times132.3/171.25^3=3.56\times10^{-6}$ Ω/K⁴.

At high temperature, $4\sinh^2(y/2)=y^2(1+y^2/12+\dots)$, so $N(N+1)=1/y^2-1/12+\dots$. The correction needs $\int_0^1x^4\sqrt{1-x^2}\,dx=\pi/32$, and
$$
F\simeq1-\frac{16}{\pi t^2}\cdot\frac1{12}\cdot\frac{\pi}{32}=1-\frac1{24t^2}. \tag{19}
$$
Because of the small factor $1/24$, the resistivity is only 4% below the linear law at $\Theta$ and 15% below it at $\Theta/2$.

The asymptotes meet where $(64\pi^3/15)t^3=1$:
$$
t_\times=\left(\frac{15}{64\pi^3}\right)^{1/3}=0.196 . \tag{20}
$$
The crossover lies near $\Theta/5$, here 34 K. The reason is visible in the integrand of the low-temperature law. Its maximum, where $4/y=\coth(y/2)$, lies just below $y=4$: the phonons that matter most carry nearly $4k_BT$. They reach the largest useful energy, $k_B\Theta$, when $T$ is about $\Theta/4$. Since $\Theta\propto\sqrt n$, the crossover temperature grows as the square root of the density, while the $T^4$ coefficient falls as $n^{-3/2}$.

The crossover is wide. At $t_\times$ the function is $F=0.42$, less than half of either asymptote. Formula (17) falls 10% below the $T^4$ law at $0.079\,\Theta$ (14 K) and is 10% below the linear law at $0.62\,\Theta$ (106 K).

A drifting electron distribution gives the resistivity formula (17), an upper bound on the Boltzmann result, with a $T^4$ law at low temperature, a linear law at high temperature and a wide crossover near $\Theta/5$. It remains to see how close this formula comes to the full solution of the Boltzmann equation, and how far the assumptions of equilibrium phonons and an unscreened deformation potential hold for real graphene.

Numbers in the example were calculated in double precision.
